First standing-wave maximum in resist above bare silicon at 193 nm

**Problem**

Light of vacuum wavelength λ = 193 nm falls at normal incidence on a flat film of transparent resist, index n = 1.70, lying directly on a thick silicon wafer. The complex index of silicon is N = a + ib = 0.883 + 2.778i. The light reflected by the silicon interferes with the light coming down, so the exposure varies with height. At what height z above the silicon is the first maximum of the exposure?

The local exposure rate is taken as proportional to |E|², the squared magnitude of the complex electric field. This holds when the photochemistry is driven by one-photon absorption in a uniform resist. The absorption is also taken to be so weak that it does not noticeably change the field, which is why n can be treated as real. The film is assumed thicker than the height sought.

**A tempting solution**

Let z point upward from the silicon surface and let k = 2πn/λ. Write the incoming wave as exp(ikz) and the reflected wave as r exp(−ikz), with the normal-incidence reflection coefficient

r = (n − N)/(n + N).

Inserting the indices gives

r = (0.817 − 2.778i)/(2.583 + 2.778i) = −0.3897 − 0.6564i.

Its magnitude is R = 0.7634 and its phase is φ = −120.69°. The intensity relative to that of the incoming wave is then

|exp(ikz) + R exp(iφ) exp(−ikz)|² = 1 + R² + 2R cos(2kz − φ).

The cosine equals one when 2kz = φ + 360° m, with m an integer. For m = 0 the height is negative. For m = 1,

2kz = −120.69° + 360° = 239.31°.

Since 2kz advances by 360° over a height λ/2n = 56.76 nm, this gives

z = 56.76 nm × 239.31/360 = 37.73 nm.

The value of r is correct, and so is the algebra of the interference. The height is wrong.

**Where the fault lies**

A complex index with positive imaginary part describes absorption when the time factor is exp(−iωt). With that factor, exp(ikz) has the total phase kz − ωt. A point of constant phase moves towards larger z, which here means upward. The wave called "incoming" therefore travels away from the silicon, and the one called "reflected" travels towards it. The reflection coefficient belongs to one convention and the travelling waves to the other.

The error can also be seen in the field at the surface. At normal incidence E and dE/dz are both continuous across the interface, so the slope of |E|² is continuous too. In silicon the field dies away downward, so |E|² must rise with height as the surface is approached from below, and it must go on rising just above. The tempting solution has φ = −δ with δ = 120.69°, so its intensity varies as cos(2kz + δ), and its slope at z = 0 is

−4kR sin δ < 0.

It falls where it should rise. No wave that decays into the silicon can be joined to it.

There are two consistent repairs. One keeps exp(−iωt) and N = a + ib, and writes the downward wave as exp(−ikz). The other keeps exp(ikz) as the downward wave, which requires the time factor exp(+iωt) and hence N = a − ib. In that case r is replaced by its complex conjugate, φ becomes +120.69°, and the condition 2kz = φ gives the same height as the first repair. The first is used below.

**The right solution**

With k₀ = 2π/λ and k = nk₀, the field in the resist is

E = A[exp(−ikz) + r exp(ikz)], z > 0.

In the silicon only a downward wave is kept, because the wafer is thick enough for nothing to return from its far side:

E = T exp(−iNk₀z), z < 0.

Its magnitude is |T| exp(bk₀z), which vanishes as z → −∞, as it should.

The tangential electric field is continuous. In a nonmagnetic medium at normal incidence the tangential magnetic field is proportional to dE/dz, so that derivative is continuous as well. At z = 0 these two conditions read

A(1 + r) = T,

−ink₀A(1 − r) = −iNk₀T.

Cancel −ik₀ in the second condition and insert T from the first:

n(1 − r) = N(1 + r).

Collecting the terms in r gives n − N = r(n + N), so

r = (n − N)/(n + N).

To find the phase, multiply numerator and denominator by the conjugate of n + N, which is n + a − ib. The numerator becomes

(n − a − ib)(n + a − ib) = (n − a)(n + a) − ib(n − a) − ib(n + a) + (ib)²
= n² − a² − b² − 2inb.

The denominator becomes |n + N|², which is real and positive and does not affect the phase. Thus

r = R exp(−iδ), δ = atan2(2nb, n² − a² − b²).

Here atan2(y, x) is the angle of the point with coordinates x and y, with the quadrant fixed by both signs. Since 2nb is positive, δ lies between 0 and π.

The intensity relative to that of the downward wave is

|E|²/|A|² = |exp(−ikz) + R exp(−iδ) exp(ikz)|²
= 1 + R² + 2R cos(2kz − δ).

The cross term is twice the real part of the conjugate of the first wave times the second, which is where the phase 2kz − δ comes from. The slope at the surface is now +4kR sin δ, which is positive as required. The surface is therefore not a maximum, and the first one is reached at 2kz = δ:

z₁ = δ/(2k) = λδ/(4πn).

For the given indices,

n² − a² − b² = −5.6070, 2nb = 9.4452.

The point lies in the second quadrant, so δ = 2.1065 rad = 120.69°, and

z₁ = 193 nm × 2.1065/(4π × 1.70) = 19.03 nm.

**The first maximum lies about 19.0 nm above the silicon.**

The quadrant matters. A plain arctangent of 9.4452/(−5.6070) returns −59.31°, which differs from δ by 180°. It gives a negative height, and adding one period of 56.76 nm leads to 47.41 nm. That is the first minimum, half a period above the true maximum.

The height can be confirmed without a reflection coefficient. The wave equation was integrated numerically upward from a wall of zero field placed 150 nm deep in the silicon, through the surface and into the resist. The first maximum appeared at 19.031 nm, in agreement with the formula. Moving the wall to a depth of 75 nm changed the height by only about 5 × 10⁻⁶ nm, so the artificial wall has no bearing on the result.

**Reading the intensities**

Relative to the downward wave alone, the intensity is

at the silicon surface: |1 + r|² = 0.803,
at the first maximum: (1 + R)² = 3.109,
at the first minimum: (1 − R)² = 0.056.

The surface is neither a node nor an antinode. At the wrong height of 37.73 nm the intensity is 0.27 of its maximum, so the sign error misplaces the peak by a third of a period and puts it in a rather dark part of the film.

**Limits of the substrate**

Let b become very large while a and n stay fixed. Then n² − a² − b² ≈ −b², and the angle falls short of π by about 2nb/b² = 2n/b. The height becomes

z₁ ≈ λ/(4n) − λ/(2πb).

The first term, 28.38 nm here, is the quarter-wave height above a perfect mirror, where the field vanishes at the surface. The second term is the depth over which the field amplitude falls by a factor e in the substrate. To this order, the standing wave behaves as if its node lay that far below the surface. For the artificial value b = 1000 the numerical maximum is at 28.35 nm, as the expression predicts. For silicon the approximation would lower the maximum by 11.1 nm, whereas the full formula lowers it by 9.35 nm. Silicon at this wavelength is thus only roughly in the mirror limit.

Now let b tend to zero instead. If a > n, the second argument of atan2 is negative, so δ → π and the maximum again approaches the quarter-wave height. If a < n, then δ → 0 and the maximum moves down to the surface. If a = n there is no reflection in this limit and no standing wave to locate. For b > 0 the angle stays between these two ends, so at normal incidence the first maximum lies below λ/4n.

**The top of the resist**

Light reflected upward by the silicon is partly reflected down again at the resist–air surface. This changes A, but the ratio of upward to downward waves at the silicon remains r. The height z₁ is therefore independent of the film thickness D.

The exposure at that height is not. Let d be the amplitude of the total downward wave just below the top surface, for unit amplitude incident from air. It consists of the transmitted wave and the light returned from below:

d = t + ρ r exp(2ikD) d,
t = 2/(1 + n), ρ = (n − 1)/(n + 1).

Solving for d, and using |A| = |d| because the resist is transparent, gives

|A|² = t²/|1 − ρ r exp(2ikD)|².

Multiplying by (1 + R)² gives the peak intensity relative to the wave incident in air. It is 1.22 for a 100 nm film and 2.59 for a 130 nm film. The peak stays at 19.03 nm in both, while its strength changes by a factor of 2.1.

**Oblique light**

Let s be the sine of the angle of incidence times the index of the medium in which that angle is measured. It is conserved through flat layers. The vertical wavenumbers are then k₀q in resist and k₀Q in silicon, where

q = √(n² − s²), Q = √(N² − s²), with Im Q > 0.

For TE polarization, in which the electric field is parallel to the surface, E and dE/dz are still continuous. The earlier derivation carries over with n → q and N → Q. If −δₛ is the phase of (q − Q)/(q + Q), the first maximum is at λδₛ/(4πq). A smaller q stretches the standing wave vertically, and for silicon δₛ also grows with s. At s = 1.35 the stretch alone would place the maximum at 31.3 nm; the rise of δₛ from 120.7° to 144.8° lifts it a further 6 nm.

For TM polarization the magnetic field is parallel to the surface. Write it in the resist as exp(−ik₀qz) + h exp(ik₀qz). Continuity of H and of (1/index²) dH/dz gives

h = (q/n² − Q/N²)/(q/n² + Q/N²).

The horizontal electric field is proportional to dH/dz and the vertical one to sH. With θ the angle in the resist, q = n cos θ and s = n sin θ, so apart from a common factor

|E|² = cos²θ |exp(−ik₀qz) − h exp(ik₀qz)|² + sin²θ |exp(−ik₀qz) + h exp(ik₀qz)|²
= 1 + |h|² − 2|h| cos 2θ cos(2k₀qz + arg h).

The modulation vanishes at θ = 45° and has the opposite sign beyond it, where the vertical field component dominates the modulation.

For s = 0.75, θ = 26.18° and the first maxima are at 22.3 nm for TE and 20.0 nm for TM. For s = 1.35, θ = 52.57° and they are at 37.6 nm and 69.4 nm. The last value lies beyond the sign change. There the intensity first falls with height from the silicon surface, where it is about 0.79 of its peak value, so 69.4 nm is the first maximum inside the resist and the surface itself is a lower, end-point maximum. These are results for single plane waves; an image is formed by several waves together, and its maximum need not coincide with any of them.

**Comparison with real exposure**

The wavelength is that of ArF lithography, and a resist index of 1.70 and a film thickness near 100 nm are typical of it. Bare silicon is the less typical part: an antireflective layer is commonly placed under the resist, and r must then be calculated for the whole stack below it. Where resist does lie on silicon, the small departures from the model have the following effects, each taken alone with the other inputs fixed:

- A rough resist extinction index of 0.02 raises the maximum by 0.05 nm.
- A rough 1.5 nm native oxide of index 1.56 raises it by 0.06 nm, measured from the silicon.
- Adding 0.05 to a raises it by 0.06 nm, and adding 0.05 to b raises it by 0.12 nm.
- Adding 0.02 to n lowers it by 0.31 nm.

Each of these shifts is a few tenths of a nanometre or less, but they add, and the resist index matters most: n = 1.65 gives 19.9 nm and n = 1.75 gives 18.3 nm. For a real resist film of index near 1.70 on silicon with at most a thin native oxide, at normal incidence, the height is therefore 19 nm to within about 1 nm, and decimals have no practical meaning. Of the optical assumptions examined here, normal incidence is the one whose failure matters most: at s = 1.35, a value belonging to immersion lenses, the shift is about 19 nm for TE and 50 nm for TM. Most of the TM figure is not a gradual displacement: the maximum has moved only to 21.7 nm at s = 1.19, then jumps by half a period as the modulation passes through zero at θ = 45°, and at s = 1.35 the contrast (max − min)/(max + min) is only 0.24.

After exposure, acid diffuses during the bake, and the chemical image differs from the optical one. Take the acid to be formed in proportion to the exposure, which holds while only a small part of the acid generator is used up. Take also a Gaussian spread with a rough standard deviation of 10 nm, and let the silicon reflect the acid. The first maximum of the smoothed image is then at 18.2 nm, which is 0.8 nm lower. This shift depends steeply on the assumed spread: it is negligible for 5 nm, the maximum drops to 11.4 nm for 15 nm, and for 20 nm the first peak has merged into the silicon surface.

The direction of this shift follows from the boundary. Smoothing a cosine that continued unchanged below z = 0 would reduce its contrast without moving its maxima. Reflection replaces that continuation by the mirror image of the resist profile. At a distance x below the surface the mirror image exceeds the continuation by

2R[cos(2kx − δ) − cos(2kx + δ)] = 4R sin δ sin(2kx).

This is positive for x < 28.38 nm, and a Gaussian of this width gives almost no weight at z₁ to anything deeper. The extra acid reaches the resist from below and its contribution falls with height. It thus adds a negative slope at z₁, which moves the maximum towards the silicon.

More digits of the main results are in the numerical output.

Calculated quantities

```
Vacuum wavelength: 193.0 nm
Resist index: 1.70 (dimensionless)
Silicon index: 0.883 + 2.778i (dimensionless)
n^2-a^2-b^2: -5.6070 (dimensionless)
2nb: 9.4452 (dimensionless)
Reflection amplitude r: -0.3897 -0.6564i (dimensionless)
Magnitude |r|: 0.7634 (dimensionless)
Phase delta: 2.1065 rad
Phase delta: 120.69 degrees
Standing-wave period: 56.76 nm
Quarter-wave height: 28.38 nm
First maximum, formula: 19.031 nm
First maximum, integration: 19.031 nm
First minimum: 47.413 nm
Surface intensity / downgoing intensity: 0.8034
Maximum intensity / downgoing intensity: 3.1094
Minimum intensity / downgoing intensity: 0.0560
Wrong-sign height: 37.734 nm
Intensity there / maximum intensity: 0.2739
Shift, wall depth 150 to 75 nm: -4.8e-06 nm
Shift, relative tolerance 1e-10 to 1e-6: 2.9e-07 nm
Peak / air incident intensity, 100 nm film: 1.2244
Peak / air incident intensity, 130 nm film: 2.5884
Near-perfect-mirror maximum (b=1000): 28.35 nm
Rough resist extinction index: 0.02 (dimensionless)
Height shift from resist absorption: +0.048 nm
Rough native oxide: 1.5 nm, index 1.56
Height shift from oxide: +0.064 nm
Height shift, silicon real index +0.05: +0.064 nm
Height shift, silicon imaginary index +0.05: +0.124 nm
Height shift, resist index +0.02: -0.315 nm
Pupil sine 0.75: angle in resist 26.18 degrees
  First TE maximum: 22.34 nm
  First TM maximum: 19.97 nm
Pupil sine 1.35: angle in resist 52.57 degrees
  First TE maximum: 37.56 nm
  First TM maximum: 69.38 nm
Rough acid diffusion standard deviation: 10.0 nm
First diffused-image maximum: 18.19 nm
Diffused-image height shift: -0.84 nm
```
